# Hot-Carrier Occupancy and Wolff's Ionisation Law in High Fields

An electron in the conduction band of an insulating film gains energy from the field and loses it to phonons. To create an electron–hole pair it must reach a threshold $E_i$ of several electronvolts, although between two collisions it gains well under one. If collisions randomise its direction, it is as often slowed by the field as accelerated, nearly. How many carriers reach the threshold, and how does their number depend on the field?

## The model

The algebra is in atomic units, with the carrier charge $q>0$ kept. The force is $G=qF$, along $z$. The band is isotropic, with energy $E(p)$ and speed $v=dE/dp$, and $f$ is the occupancy per state, small enough for Pauli blocking to be neglected. Three assumptions define the collisions.

* The mean free path $\lambda$ is constant, so the collision rate is $v/\lambda$.
* Every direction after a collision is equally likely.
* A collision emits or absorbs a phonon of energy $w$ with probabilities $P_e=(N+1)/(2N+1)$ and $P_a=N/(2N+1)$, where $N$ is the phonon occupation.

The mean energy loss per collision is therefore

$$E_r=w(P_e-P_a)=\frac{w}{2N+1}. \tag{1}$$

The fixed probabilities require $E\gg w$, since a carrier with $E<w$ cannot emit. We take $w\ll G\lambda$, which also makes $E_r\ll G\lambda$.

## The two parts of the distribution

In a steady, uniform state the Boltzmann equation is

$$G\frac{\partial f}{\partial p_z}=-\frac{v}{\lambda}f+I(E). \tag{2}$$

The scattering-in term $I$ has no angular dependence, because collisions leave carriers with random directions. Let $\mu=\cos\theta=p_z/p$ and keep two terms,

$$f=f_0(E)+\mu f_1(E). \tag{3}$$

Since $\partial E/\partial p_z=v\mu$ and $\partial\mu/\partial p_z=(1-\mu^2)/p$,

$$\frac{\partial f}{\partial p_z}=v\mu f_0'+v\mu^2f_1'+\frac{1-\mu^2}{p}f_1, \tag{4}$$

where a prime means $d/dE$. The first term is odd in $\mu$ and the others are even. The odd part of (2) is $Gvf_0'=-(v/\lambda)f_1$, so

$$f_1=-G\lambda f_0'. \tag{5}$$

For the isotropic part, average (4) over directions with $\langle\mu^2\rangle=1/3$. The field term becomes

$$G\left(\frac{v f_1'}{3}+\frac{2f_1}{3p}\right)=\frac1g\frac{d}{dE}\left(\frac{G\,gvf_1}{3}\right). \tag{6}$$

Here $g$ is the density of states. The equality holds because $g\propto p^2/v$, hence $gv\propto p^2$, and $dp^2/dE=2p/v$. Equation (6) shows that $Ggvf_1/3$ is the number of carriers that the field lifts through energy $E$ per unit time.

## Balance of the energy fluxes

Collisions carry a flux downward. With $\phi=gvf_0$, the collision rate per unit energy is $\phi/\lambda$. Emission takes carriers through $E$ if they start within $w$ above it; absorption lifts those within $w$ below it. The net downward flux is

$$\frac1\lambda\left[P_e\int_E^{E+w}\phi\,dE'-P_a\int_{E-w}^{E}\phi\,dE'\right]
\simeq\frac1\lambda\left[E_r\phi+\frac{w^2}{2}\phi'\right]. \tag{7}$$

The second form uses $\phi(E')\simeq\phi(E)+(E'-E)\phi'(E)$ and $P_e+P_a=1$. Its last term describes the spread of energy by random emission and absorption. The field produces a similar term with coefficient $G^2\lambda^2/3$, so the phonon spread is negligible if

$$\frac{3w^2}{2(G\lambda)^2}\ll1. \tag{8}$$

This ratio is the relative change of the local decay rate. In the occupancy at a high energy $E$ it is multiplied by up to $E/W$, where $W$ is the decay energy found in (10), so the condition there is stricter.

Without ionisation no net flux passes through any energy. Setting the upward flux equal to the first term of (7), and using (5),

$$-\frac{G^2\lambda}{3}\,gvf_0'=\frac{E_r}{\lambda}\,gvf_0. \tag{9}$$

The factor $gv$ cancels. Integration gives the high-field occupancy

$$\boxed{f_0=A\,e^{-E/W},\qquad W=\frac{(qF\lambda)^2}{3E_r}}, \tag{10}$$

which is $\exp[-3E_rE/(qF\lambda)^2]$. At this order neither the mass nor the shape of an isotropic band enters the exponent. If $\lambda$ varied with energy, (5) and (9) would still hold locally, and the exponent would become $-\int 3E_r\,dE/(G\lambda)^2$.

The dependence on $F^2$ has a direct meaning. Free paths have an exponential distribution, with mean square length $2\lambda^2$. For random directions, the mean square energy change per path is $2G^2\lambda^2/3$. Energy thus diffuses with coefficient $G^2\lambda^2/3$ per collision while phonons remove $E_r$ per collision. The ratio of the two is $W$. The bending of each path also gives a mean gain, $G^2\lambda^2/(3E)$ in a parabolic band, which equals $E_r$ at $E=W$ and fades up the tail. It supplies the factor $gv$ in the collision density $gvf_0/\lambda$ and leaves the exponent of $f_0$ unchanged.

The mean cosine at fixed energy follows from (3), (5) and (10):

$$\langle\mu\rangle_E=\frac{f_1}{3f_0}=\frac{G\lambda}{3W}=\frac{E_r}{G\lambda}. \tag{11}$$

A small loss therefore means a nearly isotropic distribution, which is the condition for stopping at two terms in (3).

## How accurate is the exponent?

The dropped angular terms can be summed far up the tail. There the deflection term in (4), proportional to $1/p$, and the change of $gv$ over an energy $w$ are negligible. Put $f=h(\mu)e^{-\kappa E}$ and $a=\kappa G\lambda$ in (2), and divide by $v/\lambda$:

$$(1-a\mu)h=M\langle h\rangle,\qquad M=P_ee^{-\kappa w}+P_ae^{\kappa w}. \tag{12}$$

Divide by $1-a\mu$ and average over directions. Since $\tfrac12\int_{-1}^{1}d\mu/(1-a\mu)=(\operatorname{artanh}a)/a$,

$$1=M\,\frac{\operatorname{artanh}a}{a}. \tag{13}$$

For emission only, $M=e^{-\kappa E_r}$. Let $r=E_r/(G\lambda)$, so that $\kappa E_r=ar$. The logarithm of (13), with $(\operatorname{artanh}a)/a=1+a^2/3+a^4/5+\dots$, gives

$$ar=\frac{a^2}{3}+\left(\frac15-\frac1{18}\right)a^4+\dots
=\frac{a^2}{3}+\frac{13a^4}{90}+\dots \tag{14}$$

Hence $r=a/3+13a^3/90+\dots$. Inserting $a\simeq3r$ in the cubic term gives $a=3r-11.7r^3+\dots$. Because $W=G\lambda/(3r)$,

$$\kappa W=\frac{a}{3r}=1-3.9\left(\frac{E_r}{G\lambda}\right)^2+\dots \tag{15}$$

The tail is slightly hotter than (10) says. The relative error in the rate is small, but it is multiplied by $E_i/W$ in the exponent of the ionisation rate.

## From occupancy to ionisation

Let a carrier above $E_i$ have an additional mean free path $\lambda_i$ for ionisation, after which it returns to low energy. Secondary carriers are not followed. Take a parabolic band, for which $g\propto\sqrt E$ and $gv=cE$, with $c$ constant. The net upward flux is the difference of the two sides of (9):

$$J=-cDE\left(f_0'+\frac{f_0}{W}\right),\qquad D=\frac{G^2\lambda}{3}=\frac{E_rW}{\lambda}. \tag{16}$$

Between the low energies and $E_i$ the flux $J$ is constant. Multiplying (16) by $e^{E/W}$ makes the bracket a total derivative, so

$$f_0=e^{-E/W}\left[A-\frac{J}{cD}\int^E\frac{e^{E'/W}}{E'}dE'\right]. \tag{17}$$

For $E\gg W$ the integral comes mostly from its upper end and equals $We^{E/W}/E$, with a relative correction of order $W/E$. With $j=J/(cDE_i)$, the occupancy at threshold is

$$f_0(E_i)=Ae^{-E_i/W}-jW. \tag{18}$$

Above $E_i$, carriers are removed at the rate $cEf_0/\lambda_i$ per unit energy, so $-J'=cEf_0/\lambda_i$. The decay is fast compared with the change of the factor $E$, which may be held fixed:

$$D\left(f_0''+\frac{f_0'}{W}\right)=\frac{f_0}{\lambda_i}. \tag{19}$$

Inserting $f_0\propto e^{-sE}$ gives $s^2-s/W=1/(D\lambda_i)$. The root that continues to describe a falling tail is

$$sW=\frac12+\sqrt{\frac14+\frac{W\lambda}{E_r\lambda_i}}. \tag{20}$$

Occupancy and flux are continuous at $E_i$. From above, (16) gives $j=(s-1/W)f_0(E_i)$. Putting this in (18) gives $sWf_0(E_i)=Ae^{-E_i/W}$, and therefore

$$j=\frac{A}{W}P\,e^{-E_i/W},\qquad P=1-\frac1{sW}. \tag{21}$$

The ionisation coefficient $\alpha$ is the number of ionisations per carrier per unit drift length: the ionisation rate $J$ divided by the drift flux. The latter is

$$\int gv\frac{f_1}{3}dE=-\frac{cG\lambda}{3}\int_0^\infty Ef_0'\,dE
=\frac{cG\lambda}{3}\int_0^\infty f_0\,dE\simeq\frac{cG\lambda AW}{3}. \tag{22}$$

The middle step is an integration by parts, whose end terms vanish. The last step neglects the few carriers removed from the tail. Since $J=cDE_ij$, division gives

$$\boxed{\alpha=\frac{qFE_i}{W^2}\,P\,e^{-E_i/W}}. \tag{23}$$

With (10), the exponential is Wolff's law:

$$e^{-E_i/W}=e^{-(F_0/F)^2},\qquad F_0^2=\frac{3E_rE_i}{(q\lambda)^2}. \tag{24}$$

Two limits show what the prefactor does. For weak ionisation, $W\lambda\ll E_r\lambda_i$, (20) gives $P\simeq W\lambda/(E_r\lambda_i)$, and

$$\alpha\simeq\frac{3E_i}{G\lambda\lambda_i}e^{-E_i/W}. \tag{25}$$

The prefactor then varies as $F^{-1}$. For strong ionisation $P\to1$, and it varies as $F^{-3}$. In that second limit $s$ is large, and the two-term form fails above threshold once $sG\lambda$ is no longer small. In the example below $sG\lambda$ is already about 0.5, so $P$ is only approximate there. If the prefactor varies locally as $F^{-n}$, then

$$-\frac{d\ln\alpha}{d(1/F^2)}=F_0^2-\frac n2F^2. \tag{26}$$

A plot of $\ln\alpha$ against $1/F^2$ thus has a slope smaller in size than $F_0^2$.

## Numbers for a magnesium oxide film

Consider an MgO film at 7 MV/cm, a force of 0.7 eV/nm. The parameters are rough choices for hot electrons scattered by non-polar phonon coupling: $w=0.06$ eV, $\lambda=0.6$ nm, $E_i=8$ eV and $\lambda_i=20$ nm. At 300 K, $N=0.109$, so (1) gives $E_r=0.06/1.218=0.0493$ eV. Then

$$G\lambda=0.420\ \mathrm{eV},\quad
W=\frac{0.420^2}{3\times0.0493}=1.19\ \mathrm{eV},\quad
\frac{E_i}{W}=6.70. \tag{27}$$

The small parameter $E_r/(G\lambda)$ is 0.117, and the ratio in (8) is 0.03. Multiplied by $E_i/W$ the latter becomes 0.2, so leaving out the phonon spread can lower $\alpha$ by up to about 20%. The characteristic field is $F_0=18.1$ MV/cm, or 0.181 V/Å.

For the prefactor, $W\lambda/(E_r\lambda_i)=0.73$, so $sW=1.49$ and $P=0.33$. Equation (23) gives

$$\alpha=\frac{0.7\times8}{1.193^2}\times0.328\times e^{-6.704}
=1.6\times10^{-3}\ \mathrm{nm^{-1}}. \tag{28}$$

This is $1.6\times10^4$ cm$^{-1}$, or $1.6\times10^{-4}$ Å$^{-1}$: one ionisation per 630 nm of drift.

With the other parameters fixed, raising the field from 5 to 8 MV/cm raises the $\alpha$ of (23) from 47 to $5.8\times10^4$ cm$^{-1}$. A numerical solution of the flux equation, without the approximations $E_i\gg W$, gives 48 and $5.5\times10^4$ cm$^{-1}$. Its mean slope over this range is 289 (MV/cm)$^2$, against $F_0^2=329$ (MV/cm)$^2$. Dividing $\alpha$ by the prefactor of (23) restores 326 (MV/cm)$^2$, so within the two-term flux equation most of the difference comes from the prefactor, as (26) predicts. These figures leave out the phonon spread and the higher angular terms, whose effect grows as the field falls. At 5 MV/cm (13) gives $\kappa W=0.90$, so $(1/W-\kappa)E_i\simeq1.4$. In the untruncated kinetic model $\alpha$ is nearly three times the two-term value at 5 MV/cm but only about 10% above it at 8 MV/cm. Its slope is near 250 (MV/cm)$^2$, and the prefactor explains only about half of the shortfall from $F_0^2$.

A particle simulation of the kinetic model tests the two-term form itself. At 7 MV/cm the mean cosine is 0.117, as (11) predicts. This checks the flux balance rather than the truncation, because the field flux is $Ggv\langle\mu\rangle_Ef_0$ whatever the higher angular terms are. The tail rate tests the truncation together with the neglect of the phonon spread; each accounts for about half of the gap between $1/W$ and $\kappa$ below. Its value, fitted between $1.5W$ and $4.5W$, is 0.826 eV$^{-1}$. The leading value $1/W$ is 0.838 eV$^{-1}$, while (13) gives $\kappa=0.790$ eV$^{-1}$. The simulated rate thus lies nearer the leading value, 5% above the far-tail result. Part of this follows from (7): with $\phi=cEf_0$, the phonon spread adds about $0.03/E$ to the rate, or 0.01 eV$^{-1}$ at 3 eV. The flux towards ionisation also steepens the tail: by (16) and (21), with $f_0\simeq Ae^{-E/W}$, it adds $(PE_i/WE)\,e^{-(E_i-E)/W}$, again about 0.01 eV$^{-1}$ at 3 eV. Equation (13) also omits the deflection term; at the next angular order it adds about $\tfrac{4}{15}(G\lambda)^2\kappa^2/E$, a further 0.01 eV$^{-1}$ at 3 eV. Without the ionisation flux the rate in the fitted range is about 0.81 eV$^{-1}$, nearer $\kappa$ than $1/W$, and it approaches $\kappa$ at higher energy.

Replacing the parabolic band by $E(1+bE)\propto p^2$, with $b=0.3$ eV$^{-1}$, and omitting ionisation, gives a simulated rate of 0.822 eV$^{-1}$, within 2% of $1/W$. This supports the cancellation of $gv$ in (9). In the parabolic band at 14 MV/cm, also without ionisation, the simulated rate times $W$ is 1.00, within 2% of the value 0.98 from (13). The corrections shrink about fourfold when $E_r/(G\lambda)$ is halved.

The simulation gives $\alpha=1.85\times10^4$ cm$^{-1}$ from 1409 ionisations, 17% above (28). Using $\kappa$ in place of $1/W$ in the flux equation gives $2.07\times10^4$ cm$^{-1}$, so the simulated value lies between the two approximations.

## What a real film changes

Breakdown fields of MgO films are roughly several to ten MV/cm, so the example lies in a relevant range. The values of $\lambda$, $\lambda_i$ and $E_i$ are not established properties of the material, and $\alpha$ inherits the uncertainty of $\lambda$ and $E_i$ through an exponential. The threshold used here is close to the band gap. With parabolic bands, conservation of energy and momentum gives a threshold of $(2+\gamma)/(1+\gamma)$ times the gap, where $\gamma$ is the ratio of hole to electron mass. A threshold of 8 eV with a gap of 7.8 eV needs $\gamma\simeq38$. For $\gamma=4$ to 7 the threshold is 9.4 to 8.8 eV and $\alpha$ falls by a factor of 2.7 to 1.7; for equal masses the threshold is 1.5 times the gap and $\alpha$ falls about fifteenfold. Nor is $\alpha$ a breakdown criterion. In a 50 nm film the steady-state $\alpha$ gives only $50/630\simeq0.08$ ionisations per crossing. A carrier starting near zero energy produces fewer still, since it must first travel at least $8/0.7\simeq11$ nm to gain $E_i$, and further before the distribution becomes steady. Breakdown also needs feedback, for example from holes, which is absent here.

MgO is polar, and its long-wave optical phonons exert an additional drag. For unit charge, the squared coupling at wave vector $Q$ in volume $V$ is $2\pi w_pK/(VQ^2)$, with $K=1/\varepsilon_\infty-1/\varepsilon_s$. In the golden rule, the integral over the angle of $Q$ gives $1/(vQ)$, leaving a spontaneous emission rate $(w_pK/v)\int dQ/Q$. Multiplying by $w_p/v$ gives the energy loss per unit path,

$$S(E)=\frac{Kw_p^2}{v^2}\ln\frac{p+p'}{p-p'}, \tag{29}$$

where $p'$ is the momentum after emission. Stimulated emission and absorption nearly cancel in the mean loss when $E\gg w_p$. Adding $S$ to $E_r/\lambda$ in (9) adds $3\int S\,dE/(G^2\lambda)$ to the exponent. With rough values $w_p=0.09$ eV, mass $0.4m_e$, $\varepsilon_\infty=3.0$ and $\varepsilon_s=9.8$, integration from $w_p$ to $E_i$ gives 1.13. This lowers the occupancy at $E_i$, relative to that at $w_p$, by a factor of about three. The ionisation coefficient falls by less, because the drag at energies below $W$ also reduces the drift flux (22) by which the ionisation rate is divided. The momentum lost in polar collisions is left out and would lower it further.

Temperature acts through $N$. At fixed coupling, $1/\lambda\propto2N+1$ and $E_r\propto1/(2N+1)$, so the exponent $E_i/W$ grows as $2N+1$. At 400 K it is 7.85 instead of 6.70, again a reduction of the exponential by about three.

Tunnelling across the gap $E_g$ is a competing source of pairs. For two symmetric bands of mass $m$, the imaginary momentum is $\sqrt{2m\epsilon(1-\epsilon/E_g)}$ at energy $\epsilon$ inside the gap. Since $dz=d\epsilon/G$, the tunnelling exponent is

$$\frac2G\int_0^{E_g}\sqrt{2m\epsilon\left(1-\frac{\epsilon}{E_g}\right)}\,d\epsilon. \tag{30}$$

For $E_g=7.8$ eV and $m=0.4m_e$ it is 79 at 7 MV/cm, so this direct process is negligible here. Tunnelling through defects or from the contacts is a different matter and is not included.

The most serious doubt concerns the Boltzmann equation itself. At $E_i$, with the same mass, the wave number times $\lambda$ is 5.5. The collision rate $v/\lambda=2E_i/(p\lambda)$ then corresponds to an energy broadening of 2.9 eV, which is larger than $W$. Carriers are therefore not well defined in energy on the scale over which the occupancy falls. The semiclassical picture is marginal for these parameters, and (28) is an estimate within the model, whose error from this cause has not been calculated. The numerical output below lists the values used.

## Computed values

```
phonon energy w = 0.060 eV
mean free path = 0.60 nm
ionisation threshold Ei = 8.0 eV
ionisation mean free path = 20.0 nm
lattice temperature = 300 K
main field F = 7.0 MV/cm
phonon occupation N = 0.1089
mean loss Er = 0.0493 eV
field energy per path qF*lambda = 0.420 eV
ratio Er/(qF*lambda) = 0.1173
width W = 1.193 eV
exponent Ei/W = 6.704
Wolff field F0 = 18.12 MV/cm
Wolff field F0 = 0.1812 V/angstrom
s*W = 1.488
ionising fraction P = 0.328
alpha, formula = 1.582e+04 1/cm
alpha, formula = 1.582e-04 1/angstrom
length per ionisation 1/alpha = 632 nm
Table: F (MV/cm), W (eV), Ei/W, alpha formula, alpha grid (1/cm)
  5  0.609  13.14  4.744e+01  4.816e+01
  6  0.877  9.12  1.893e+03  1.894e+03
  7  1.193  6.70  1.582e+04  1.544e+04
  8  1.559  5.13  5.800e+04  5.517e+04
grid halving, relative shift of alpha = -1.3e-06
F0^2 = 328.5 (MV/cm)^2
slope of ln alpha, 5-8 MV/cm = 289.0 (MV/cm)^2
same, prefactor removed = 325.8 (MV/cm)^2
leading tail rate 1/W = 0.8379 1/eV
all-angle tail rate kappa = 0.7895 1/eV
simulated tail rate = 0.8257 1/eV
simulated rate, bent band = 0.8221 1/eV
band bending parameter = 0.3 1/eV
rate*W simulated at 14 MV/cm = 1.0025
simulated mean cosine = 0.1174
alpha, simulation = 1.850e+04 1/cm
simulated ionisations = 1409
alpha, grid with kappa = 2.069e+04 1/cm
exponent with kappa = 6.316
polar inputs: phonon 0.09 eV, mass 0.4 m_e
dielectric constants = 3.0 and 9.8
exponent added by polar drag = 1.13
exponent at 400 K = 7.85
band gap = 7.8 eV
tunnelling exponent = 79.2
k*lambda at Ei = 5.50
collision broadening at Ei = 2.91 eV
```
